# Linear Piezo-Hall Effect of n-Silicon for Stress and Field along [001]

**Q.** A Hall plate is supposed to measure a magnetic field through $R_H=-1/(ne)$. Squeezing the crystal does not create or destroy electrons. Why should the Hall coefficient depend on stress at all?

**A.** Because $-1/(ne)$ holds for carriers that all have the same isotropic mobility. In n-silicon the electrons occupy six ellipsoidal valleys, and

$$R_H=\frac{E_y}{J_xB}=-\frac{r}{ne},$$

where the Hall factor $r$ depends on how the electrons are shared among the valleys. Here $e>0$, the field $B$ points along $z=[001]$, the current flows along $x$, and $J_y=0$. Stress moves electrons between valleys at fixed density $n$, so it can change $r$. The quantity to find is

$$P=\left.\frac{d\ln |R_H|}{dX}\right|_{X=0},$$

with $X$ the uniaxial stress along $z$, positive for tension.

**Q.** Start with the valleys, then. What does the stress do to their energies?

**A.** The valleys lie in pairs on the $x$, $y$ and $z$ axes. In the linear deformation-potential description, pair $j$ shifts by

$$E_j=\Xi_d(e_{xx}+e_{yy}+e_{zz})+\Xi_u e_{jj}.$$

Stress along $z$ gives the strains $e_{zz}=s_{11}X$ and $e_{xx}=e_{yy}=s_{12}X$, with no shear. The $\Xi_d$ term is common to all valleys, so at fixed $n$ the Fermi level follows it and the populations do not see it. What remains is the splitting

$$\Delta=E_z-E_x=\Xi_u(s_{11}-s_{12})X.$$

In silicon $\Xi_u>0$, $s_{11}>0$ and $s_{12}<0$, so tension raises the $z$ pair.

**Q.** And the populations?

**A.** I assume thermal equilibrium between valleys, nondegenerate electrons, and masses that do not change with stress. All valleys then have the same density of states, and each pair holds a number proportional to $e^{-E_j/k_BT}$. The fraction in the $z$ pair is

$$f=\frac{e^{-\Delta/k_BT}}{2+e^{-\Delta/k_BT}}=\frac{1}{1+2e^{\Delta/k_BT}},$$

and the $x$ and $y$ pairs hold $(1-f)/2$ each. With $d=\Delta/k_BT$,

$$\frac{df}{dd}=-\frac{2e^{d}}{(1+2e^{d})^2}\;\longrightarrow\;-\frac29\quad(d=0),$$

so $f\simeq\frac13-\frac29\,\Delta/k_BT$. The expansion needs $|\Delta|\ll k_BT$.

**Q.** An electron in an ellipsoidal valley does not, in general, move along the applied force. How do you get its Hall current?

**A.** The ellipsoid axes coincide with the crystal axes, so the mass tensor is diagonal. With one constant relaxation time $\tau$, the steady drift velocity obeys

$$\frac{m_iv_i}{\tau}=-e(\mathbf E+\mathbf v\times\mathbf B)_i.$$

Let $\mu_i=e\tau/m_i$. Since $\mathbf v\times\mathbf B=(v_yB,-v_xB,0)$,

$$v_x=-\mu_x(E_x+v_yB),\qquad v_y=-\mu_y(E_y-v_xB).$$

To first order in $B$, the velocities multiplying $B$ may be replaced by their zero-field values $-\mu_yE_y$ and $-\mu_xE_x$:

$$v_x=-\mu_xE_x+\mu_x\mu_yBE_y,\qquad v_y=-\mu_yE_y-\mu_x\mu_yBE_x.$$

The current density of a pair with density $n_j$ is $-n_je\mathbf v$, hence

$$\sigma_{xx}=n_je\mu_x,\qquad \sigma_{yy}=n_je\mu_y,\qquad \sigma_{yx}=-\sigma_{xy}=n_je\mu_x\mu_yB.$$

The Hall term contains the product of the two in-plane mobilities, while the conductivity contains them singly. The stress effect on $r$ comes from this difference.

**Q.** Now add the valleys.

**A.** Let $m_l$ and $m_t$ be the longitudinal and transverse masses, $\mu_l$ and $\mu_t$ the corresponding mobilities, and $K=m_l/m_t=\mu_t/\mu_l$. Along $x$, the $x$ pair responds with $\mu_l$ and the other two with $K\mu_l$. Therefore $\sigma_{xx}=ne\mu_lA$ with

$$A=\frac{1-f}{2}(1+K)+fK.$$

The $x$ and $y$ pairs are equally filled, so $\sigma_{yy}=\sigma_{xx}$. In the Hall term the $x$ and $y$ pairs each contribute the product $\mu_l\mu_t=K\mu_l^2$, and the $z$ pair contributes $\mu_t^2=K^2\mu_l^2$. So $\sigma_{yx}=ne\mu_l^2BH$ with

$$H=(1-f)K+fK^2.$$

The condition $J_y=\sigma_{yx}E_x+\sigma_{yy}E_y=0$ gives $E_y=-\sigma_{yx}E_x/\sigma_{yy}$. To first order in $B$, $J_x=\sigma_{xx}E_x$. Thus

$$R_H=-\frac{\sigma_{yx}}{\sigma_{xx}\sigma_{yy}B}=-\frac{1}{ne}\frac{H}{A^2},\qquad r(f)=\frac{H}{A^2}.$$

**Q.** Does this behave sensibly in cases I can judge without algebra?

**A.** If only the $z$ valleys are filled, $f=1$, $H=K^2$, $A=K$ and $r=1$. Those valleys have the same mass $m_t$ in every direction of the plane, so the simple formula must return. If the $z$ valleys are empty, $f=0$ and

$$r=\frac{4K}{(1+K)^2},$$

the squared ratio of the geometric to the arithmetic mean of $\mu_l$ and $\mu_t$. This is below 1 unless $K=1$. Without stress, $f=\frac13$, $H=K(K+2)/3$ and $A=(2K+1)/3$, so

$$r_0=\frac{3K(K+2)}{(2K+1)^2}.$$

Tension empties the valleys that are isotropic in the plane and should lower $r$.

**Q.** "Should" is not a derivation. Emptying the $z$ valleys lowers $H$, but it lowers $A$ too, and $A^2$ is in the denominator.

**A.** The two do compete. We have $dH/df=K(K-1)$ and $dA/df=(K-1)/2$, so

$$\frac{d\ln r}{df}=\frac{K(K-1)}{H}-\frac{K-1}{A}=\frac{(K-1)(KA-H)}{HA}.$$

In $KA-H$ the terms $fK^2$ cancel:

$$KA-H=(1-f)\left[\frac{K(1+K)}2-K\right]=(1-f)\frac{K(K-1)}2.$$

Hence

$$\frac{d\ln r}{df}=\frac{(1-f)K(K-1)^2}{2HA},$$

which is positive for every $f<1$ when $K\ne1$. The numerator wins, and $r$ falls steadily as the $z$ valleys empty. At $f=\frac13$ the unstressed $H$ and $A$ give

$$\frac{d\ln r}{df}=\frac{3(K-1)^2}{(K+2)(2K+1)}.$$

Multiplying by $df/dX=-\frac29\,\Xi_u(s_{11}-s_{12})/k_BT$ yields

$$\boxed{P=-\frac23\,\frac{(K-1)^2}{(K+2)(2K+1)}\,\frac{\Xi_u(s_{11}-s_{12})}{k_BT}}$$

**Q.** How is this related to ordinary piezoresistance? The same electrons are moving between the same valleys.

**A.** For current along the stress, the $x$ and $y$ pairs respond with $\mu_t$ and the $z$ pair with $\mu_l$. The conductivity is proportional to $C=(1-f)K+f$, which is $(2K+1)/3$ without stress, and $dC/df=-(K-1)$. The relative change of resistivity per unit stress is

$$\pi_{11}=-\frac{d\ln C}{dX}=\frac{3(K-1)}{2K+1}\frac{df}{dX}=-\frac23\,\frac{K-1}{2K+1}\,\frac{\Xi_u(s_{11}-s_{12})}{k_BT}.$$

For current across the stress, $A$ replaces $C$. Its slope is half as large and of opposite sign, and its unstressed value is the same, so $\pi_{12}=-\pi_{11}/2$. Comparison with $P$ gives

$$P=\frac{K-1}{K+2}\,\pi_{11}.$$

For nearly spherical valleys, piezoresistance is of first order in $K-1$ and the piezo-Hall effect of second order. For $K\to\infty$ the two coefficients become equal. All this belongs to the constant-$\tau$ model.

**Q.** A package can also stress a chip in its own plane. What happens then?

**A.** Take first a stress $X$ along $x$, with $B$ still along $z$. Now the $x$ pair is the odd one out. Its fraction changes by $\delta=-\frac29\,\Xi_u(s_{11}-s_{12})X/k_BT$, and the $y$ and $z$ fractions change by $-\delta/2$ each. The Hall sum changes by

$$\delta H=K\left(\delta-\frac\delta2\right)-K^2\frac\delta2=-\frac{K(K-1)}2\,\delta.$$

In units of $ne\mu_l$, $\sigma_{xx}$ changes by $\delta-K\delta=-(K-1)\delta$, and $\sigma_{yy}$ by $-\frac\delta2+K\frac\delta2=\frac{K-1}2\delta$. Both start from $(2K+1)/3$, so

$$\delta\ln r=-\frac32(K-1)\left[\frac1{K+2}-\frac1{2K+1}\right]\delta=-\frac12\,\frac{3(K-1)^2}{(K+2)(2K+1)}\,\delta.$$

The coefficient is therefore $-P/2$. By symmetry it is the same for stress along $y$. Equal in-plane compression of size $p$ along both axes changes $\ln|R_H|$ by $2(-P/2)(-p)=Pp$, just as tension $p$ along $z$ would. The strains agree with this: $e_{zz}-e_{xx}=-2s_{12}p+(s_{11}+s_{12})p=(s_{11}-s_{12})p$.

**Q.** Put in numbers for a plausible device.

**A.** I take rough typical silicon parameters: $m_l=0.92\,m_e$, $m_t=0.19\,m_e$, $\Xi_u=9$ eV, $s_{11}=7.7$ and $s_{12}=-2.1$ TPa$^{-1}$, $\tau=0.2$ ps and $T=300$ K. The plate has $n=10^{15}$ cm$^{-3}$, thickness 5 µm and width 100 µm. It carries 0.1 mA in a field of 100 mT. The stress is $X=50$ MPa, equivalent for the valleys to 50 MPa of biaxial in-plane compression, a rough size for a moulded package.

The mass ratio is $K=4.84$, and the mobilities are $\mu_l=382$ and $\mu_t=1851$ cm²/Vs. Their average $(\mu_l+2\mu_t)/3$ is 1362 cm²/Vs. The splitting is

$$\Delta=9\ \text{eV}\times9.8\times10^{-12}\ \text{Pa}^{-1}\times5\times10^{7}\ \text{Pa}=4.4\ \text{meV},$$

or $0.171\,k_BT$. It lowers the $z$ fraction from 0.333 to 0.297. Per GPa, $\Delta/k_BT$ is $0.1706/0.05=3.41$, so

$$P=-\frac23\times\frac{3.842^2}{6.842\times10.684}\times3.41\ \text{GPa}^{-1}=-0.46\ \text{GPa}^{-1},$$

that is, $-4.6\,\%$ per 100 MPa. The same model gives $\pi_{11}=-0.82$ and $\pi_{12}=0.41$ GPa$^{-1}$.

**Q.** What would the user of the sensor see?

**A.** The unstressed Hall factor is $r_0=0.871$ and $R_H=-5434$ cm³/C. With $V_H=R_HIB/t_p$ and plate thickness $t_p$,

$$V_H=-\frac{5.434\times10^{-3}\times10^{-4}\times0.1}{5\times10^{-6}}\ \text{V}=-10.87\ \text{mV}.$$

The linear change is $PX=-2.3\,\%$, so the magnitude falls by 0.25 mV. At constant current, a user who keeps the old calibration reads a field about 2.3 mT too small. These are constant-$\tau$ values. With energy-dependent scattering the Hall factor is larger: the scattering model introduced below gives $r\approx1.08$ to $1.17$, or 13.5 to 14.6 mV.

**Q.** A splitting of $0.17\,k_BT$ is not very small. Is the linear law good enough?

**A.** Putting the unexpanded $f$ into $r(f)$ gives $-2.36\,\%$ for $+50$ MPa and $+2.22\,\%$ for $-50$ MPa, against $\mp2.30\,\%$ from the linear law. The error is about 3 % of the effect. At large tension the change must saturate, because $r$ cannot fall below its value with empty $z$ valleys, 0.567 here.

**Q.** I am more worried about the constant relaxation time. Scattering in silicon depends on energy.

**A.** Energy dependence alone does no harm to $P$, provided that every valley has the same function $\tau(\varepsilon)$ of kinetic energy and stress leaves it unchanged. In the relaxation-time Boltzmann equation, the conductivity then contains $\langle\tau\rangle$ and the Hall term $\langle\tau^2\rangle$, where the average over $x=\varepsilon/k_BT$ has the weight $x^{3/2}e^{-x}$. This weight is the density of states times the squared velocity times the Boltzmann factor. All valleys share these averages, so $r$ is multiplied by $\langle\tau^2\rangle/\langle\tau\rangle^2$, which drops out of $d\ln r/dX$. For $\tau\propto\varepsilon^{-1/2}$,

$$\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}=\frac{\Gamma(3/2)\,\Gamma(5/2)}{\Gamma(2)^2}=\frac{3\pi}8\simeq1.18.$$

The Hall coefficient rises by 18 %, and $P$ stays put.

**Q.** But you have just split the valleys. An electron in a raised valley has more states to scatter into. Surely $\tau$ does depend on stress.

**A.** It does, and this is the weakest point of the model. Consider scattering between valleys on different axes. From a $z$ valley there are four such final valleys, all lower by $\Delta$ under tension. From an $x$ valley there are two $z$ valleys, higher by $\Delta$, and two $y$ valleys at the same energy. To first order, the rate change in the $x$ and $y$ valleys is therefore $-\frac12$ of that in the $z$ valleys. Let $\tau_z$ change by the fraction $t$, and $\tau_x$ and $\tau_y$ by $-t/2$. Let $g=3\,\delta f$ be the relative change of the $z$ population, so that the other two populations change by $-g/2$. Each pair enters the conductivity as population times $\tau$ and the Hall term as population times $\tau^2$. Hence $g$ is replaced by $g+t$ in the first and by $g+2t$ in the second:

$$\delta\ln r=(K-1)\left[\frac{g+2t}{K+2}-\frac{g+t}{2K+1}\right].$$

The coefficient of $g$ is $(K-1)^2/[(K+2)(2K+1)]$, as before. The coefficient of $t$ is

$$(K-1)\,\frac{2(2K+1)-(K+2)}{(K+2)(2K+1)}=\frac{3K(K-1)}{(K+2)(2K+1)}.$$

Their ratio is $3K/(K-1)=3.8$. A change in $\tau$ counts 3.8 times as much as an equal relative change in population, because it enters the Hall term twice, while repopulation largely cancels between $H$ and $A^2$. In the resistivity the two count equally.

**Q.** Then how large is the error in your $-0.46$ GPa$^{-1}$?

**A.** A simple scattering model gives the size. In a $z$ valley let

$$\frac1{\tau_z}\propto\sqrt x+c\left[N\sqrt{x+y+d}+(N+1)\sqrt{x-y+d}\right],$$

where $d=\Delta/k_BT$, $y=\hbar\omega/k_BT$ with a rough phonon energy of 50 meV, and $N=1/(e^y-1)$. The first term is acoustic scattering, and the bracket describes phonon absorption and emission between axes. A root with negative argument is set to zero. In the $x$ and $y$ valleys, half of the bracket has $d$ replaced by $-d$ and half has $d=0$. I integrated over energy numerically and took the slope between $\pm10$ MPa for three values of the coupling $c$:

- $c=0.5$: $P=-0.65$ and $\pi_{12}=0.47$ GPa$^{-1}$, larger than at constant $\tau$ by factors 1.41 and 1.15.
- $c=1$: $P=-0.76$ and $\pi_{12}=0.51$ GPa$^{-1}$, factors 1.65 and 1.25.
- $c=2$: $P=-0.89$ and $\pi_{12}=0.56$ GPa$^{-1}$, factors 1.93 and 1.37.

These values depend strongly on the rough phonon energy: at $c=1$, $P$ is $-0.94$ GPa$^{-1}$ for 40 meV and $-0.64$ GPa$^{-1}$ for 60 meV. Tension shortens $\tau_z$, so $t$ has the sign of $g$ and both effects add. A single $t$ fitted to the resistivity at $c=0.5$ would give $1+3.78\times0.154\simeq1.58$ for the Hall effect instead of 1.41. The difference arises because $t$ depends on energy and is averaged with weight $\tau$ in the conductivity but with weight $\tau^2$ in the Hall term.

**Q.** Where does real silicon lie?

**A.** For lightly doped n-silicon near room temperature, $\pi_{11}$ is roughly $-1.0$ and $\pi_{12}$ roughly $0.5$ GPa$^{-1}$. The piezo-Hall coefficient for this geometry is roughly $-0.9$ GPa$^{-1}$. The constant-$\tau$ model thus gives the sign and the order of magnitude, but only about half of the piezo-Hall effect. Stress-dependent intervalley scattering can supply part of the difference. At $c=1$, where $\pi_{11}=-2\pi_{12}=-1.02$ GPa$^{-1}$ is close to the real value, the scattering model gives $P=-0.76$ GPa$^{-1}$. At $c=2$ it nearly reaches the real $P$, but $|\pi_{11}|$ is then about 10 % too large. A different phonon energy or an anisotropic relaxation time shifts $P$ by a comparable amount. This simple model therefore does not settle the cause of the whole difference. For a design estimate at 50 MPa, the change of 2.3 % should be read as possibly 4 % or more.

**Q.** Which other omissions matter?

**A.** If the relaxation time is itself anisotropic, $K$ must be read as the mobility ratio $\mu_t/\mu_l$. A ratio $\tau_t/\tau_l=1.1$ raises $|P|$ by 8.6 %, and the actual ratio can be much further from 1. For acoustic scattering it depends on $\Xi_d$: a Herring–Vogt average with silicon's elastic constants gives about 1.6 for $\Xi_d\approx+1$ eV and about 0.6 for $\Xi_d\approx-6$ eV, which without intervalley scattering moves $P$ to $-0.64$ or $-0.27$ GPa$^{-1}$. This omission can thus be as large as the intervalley correction. The voltage formula assumes a plate long enough that the current contacts do not short the Hall field, and $t_p$ is the conducting thickness. In a plate isolated by a p-n junction, the depletion layer must be subtracted from the thickness. At this doping it reaches about 1 µm into the plate at 0.7 V if the p side is heavily doped, about 0.7 µm if both sides are equally doped, and it grows with reverse bias.

The following effects are small here:

- The measured voltage also feels the plate's dimensions. At a fixed number of electrons, $1/(nt_p)$ scales with the plate area, which adds $2s_{12}=-0.004$ GPa$^{-1}$ for stress along $z$, about 1 % of $P$, and $-2(s_{11}+s_{12})=-0.011$ GPa$^{-1}$ for biaxial in-plane compression, about 2.4 % of $P$.
- Inverting the full conductivity tensor at 100 mT changes $R_H$ by a relative $-1.6\times10^{-5}$ from its value at 1 mT for constant $\tau$. With energy-dependent $\tau$ at the same mobility the change is about $-2$ to $-4\times10^{-4}$, still small.
- The density is $3.6\times10^{-5}$ of the effective density of states, so the electrons are nondegenerate. With a rough donor depth of 45 meV, a fraction $4\times10^{-4}$ of the donors is neutral if only the lowest donor level is counted, and about $2\times10^{-3}$ if the other valley-orbit 1s levels are included.
- The driving field is 92 V/cm. With a rough energy relaxation time of 0.3 ps, it heats the electrons by a relative $9\times10^{-5}$.

**Q.** And if the device runs hot?

**A.** With stress, masses and elastic constants held fixed, $P\propto1/T$, because thermal energy evens out the populations. At 398 K the constant-$\tau$ value is $-0.35$ GPa$^{-1}$. The intrinsic density there is about 0.5 % of $n$, estimated with a gap of 1.1 eV and equal densities of states in both bands, so holes are still a minor correction. The $1/T$ law should not be carried over unchanged to a real plate, since the balance between acoustic and intervalley scattering also changes with temperature. In the scattering model above, with $c\propto1/T$ because the acoustic rate grows as $T$, $|P|$ falls by only 5 to 13 % between 300 and 398 K, against 25 % for the $1/T$ law.

Numbers in the example were calculated in double precision.
